# Wagner's critical solute fraction for the internal-to-external oxidation transition: a numerical check

```python
"""
Critical solute fraction for the change from internal oxidation to an external
scale, with a prescribed blocking volume fraction g_star of precipitated oxide.

Result under test:
    N_crit = f_star * sqrt(pi) * u * exp(u^2) * erfc(u),   u = gamma*sqrt(phi),
    sqrt(pi) * gamma * exp(gamma^2) * erf(gamma) = N_O / (nu * f_star),
and its limit for small gamma and u (Wagner's formula):
    N_wagner = sqrt(pi * f_star * N_O * phi / (2 * nu)).

Symbols: N_O surface oxygen fraction; N_B solute fraction of the alloy;
nu oxygen atoms per solute atom in the oxide; phi = D_O/D_B;
f oxide formula units (one solute atom each) per original metal site;
f_star = g_star * (metal atomic volume)/(oxide volume per solute atom);
front depth = 2*gamma*sqrt(D_O*time).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, erfc, erfcx

ROOT = dict(xtol=1e-15, rtol=1e-13)


def solute_ratio(u):
    """Alloy solute fraction divided by oxide content f."""
    return np.sqrt(np.pi) * u * erfcx(u)


def critical_fraction(f_star, N_O, nu, phi):
    """Closed result: critical solute fraction and front constant gamma."""
    def oxygen_balance(g):
        return np.sqrt(np.pi) * g * np.exp(g * g) * erf(g) - N_O / (nu * f_star)
    gamma = brentq(oxygen_balance, 1e-12, 5.0, **ROOT)
    return f_star * solute_ratio(gamma * np.sqrt(phi)), gamma


def wagner_fraction(f_star, N_O, nu, phi):
    return np.sqrt(np.pi * f_star * N_O * phi / (2 * nu))


def oxide_in_alloy(N_B, N_O, nu, phi):
    """Oxide content and gamma for a given alloy, from equality of fluxes."""
    def flux_difference(g):
        return (N_O * np.sqrt(phi) * erfcx(g * np.sqrt(phi))
                - nu * N_B * np.exp(g * g) * erf(g))
    gamma = brentq(flux_difference, 1e-12, 5.0, **ROOT)
    return N_B / solute_ratio(gamma * np.sqrt(phi)), gamma


def simulate(N_B, N_O, nu, phi, steps=60000, nodes=800):
    """Diffusion on a grid with immediate precipitation wherever O meets B.
    Grid spacing is 1; no front and no similarity law is assumed."""
    rate_O = 0.4
    rate_B = rate_O / phi
    oxygen = np.zeros(nodes)
    oxygen[0] = N_O
    solute = np.full(nodes, float(N_B))
    solute[0] = 0.0
    oxide = np.zeros(nodes)
    for _ in range(steps):
        oxygen[1:-1] += rate_O * (oxygen[2:] - 2 * oxygen[1:-1] + oxygen[:-2])
        solute[1:-1] += rate_B * (solute[2:] - 2 * solute[1:-1] + solute[:-2])
        reacted = np.minimum(oxygen / nu, solute)
        oxygen -= nu * reacted
        solute -= reacted
        oxide += reacted
        oxygen[0] = N_O
    last = np.flatnonzero(oxygen > 1e-3 * N_O)[-1]
    a, b = last - 5, last - 1
    front = b + oxygen[b] * (b - a) / (oxygen[a] - oxygen[b])
    return oxygen, solute, oxide, front, rate_O * steps


# ---- Test: grid simulation below, at and above the predicted critical alloy
sim_f, sim_NO, sim_nu, sim_phi = 0.2, 0.03, 1.5, 4.0
sim_crit, _ = critical_fraction(sim_f, sim_NO, sim_nu, sim_phi)
print("GRID TEST (fractions per metal site, lengths in grid spacings)")
print(f"prescribed oxide content f* = {sim_f}, N_O = {sim_NO}, "
      f"nu = {sim_nu}, D_O/D_B = {sim_phi}")
print(f"predicted critical solute fraction = {sim_crit:.5f}")
measured = []
for factor in (0.8, 1.0, 1.2):
    N_B = factor * sim_crit
    oxy, sol, oxide, front, DOt = simulate(N_B, sim_NO, sim_nu, sim_phi)
    f_theory, gam = oxide_in_alloy(N_B, sim_NO, sim_nu, sim_phi)
    front_theory = 2 * gam * np.sqrt(DOt)
    plateau = oxide[20:int(front) - 6]
    half = len(plateau) // 2
    f_grid = plateau.mean()
    measured.append(f_grid)
    # tolerances: the front is resolved to about one spacing in 60 to 80
    assert abs(f_grid / f_theory - 1) < 0.04
    assert abs(plateau[:half].mean() / plateau[half:].mean() - 1) < 0.04
    assert abs(front / front_theory - 1) < 0.03
    x = np.arange(len(oxy))
    oxy_theory = np.where(x < front_theory, sim_NO * (
        1 - erf(x / (2 * np.sqrt(DOt))) / erf(gam)), 0)
    sol_theory = np.where(x > front_theory, N_B * (
        1 - erfc(x / (2 * np.sqrt(DOt / sim_phi)))
        / erfc(gam * np.sqrt(sim_phi))), 0)
    assert np.max(abs(oxy - oxy_theory)) < 0.03 * sim_NO
    assert np.max(abs(sol - sol_theory)) < 0.03 * N_B
    print(f"N_B/N_crit = {factor:.1f}: f grid {f_grid:.4f}, theory "
          f"{f_theory:.4f}; front grid {front:.2f}, theory {front_theory:.2f}")
assert measured[0] < sim_f < measured[2]
assert abs(measured[1] / sim_f - 1) < 0.04

# ---- Test: integral form of the solute ratio, its growth and its ceiling
for u in (0.05, 0.3, 1.0, 4.0):
    integral = quad(lambda s: np.exp(-s - s * s / (4 * u * u)), 0, np.inf)[0]
    assert abs(integral - solute_ratio(u)) < 1e-7
ratios = solute_ratio(np.logspace(-3, 2, 400))
assert np.all(np.diff(ratios) > 0) and ratios[-1] < 1

# ---- Worked example: model alloy
kT, E_O, E_B = 0.1, 1.7, 2.7              # eV
D0_O, D0_B = 5e14, 1e16                   # angstrom^2/s
vol_metal, vol_oxide = 11.0, 22.0         # angstrom^3
nu, g_star, N_O, time = 1.5, 0.3, 1e-5, 3600.0
D_O, D_B = D0_O * np.exp(-E_O / kT), D0_B * np.exp(-E_B / kT)
phi = D_O / D_B
f_star = g_star * vol_metal / vol_oxide
N_crit, gamma = critical_fraction(f_star, N_O, nu, phi)
N_wag = wagner_fraction(f_star, N_O, nu, phi)
u = gamma * np.sqrt(phi)
depth = 2 * gamma * np.sqrt(D_O * time)
bohr = physical_constants["Bohr radius"][0] * 1e10

# ---- Test: critical alloy found by search over alloys, no closed formula
surface_values = (1e-7, 1e-6, 1e-5, 1e-4, 1e-3)
for c in surface_values:
    searched = brentq(lambda n: oxide_in_alloy(n, c, nu, phi)[0] - f_star,
                      1e-4 * f_star, f_star)
    closed = critical_fraction(f_star, c, nu, phi)[0]
    limit = wagner_fraction(f_star, c, nu, phi)
    assert abs(searched / closed - 1) < 1e-7
    assert closed < min(limit, f_star)
    assert closed > limit * (1 - 2 * limit / (np.pi * f_star))

# ---- Test: limit and size of its leading correction
tiny = 1e-9
limit = wagner_fraction(f_star, tiny, nu, phi)
deficit = 1 - critical_fraction(f_star, tiny, nu, phi)[0] / limit
assert deficit < 0.003
assert abs(deficit / (2 * limit / (np.pi * f_star)) - 1) < 0.01


# ---- Test: temperature slope d ln(N_crit) / d(1/kT) at fixed N_O
def slope(oxygen_fraction, step=0.01):
    logs = []
    for beta in (1 / kT - step, 1 / kT + step):
        ratio = D0_O / D0_B * np.exp((E_B - E_O) * beta)
        logs.append(np.log(critical_fraction(
            f_star, oxygen_fraction, nu, ratio)[0]))
    return (logs[1] - logs[0]) / (2 * step)


assert abs(slope(tiny) - (E_B - E_O) / 2) < 0.005
assert 0 < slope(N_O) < (E_B - E_O) / 2

print("MODEL ALLOY")
print(f"thermal energy = {kT} eV; barriers: O {E_O} eV, B {E_B} eV")
print(f"prefactors: O {D0_O:.1e}, B {D0_B:.1e} angstrom^2/s")
print(f"D_O = {D_O:.4e} angstrom^2/s")
print(f"D_B = {D_B:.4e} angstrom^2/s")
print(f"D_O/D_B = {phi:.2f}")
print(f"volume per metal atom = {vol_metal} angstrom^3")
print(f"oxide volume per solute atom = {vol_oxide} angstrom^3")
print(f"nu = {nu}, g* = {g_star}, N_O = {N_O:.1e}, f* = {f_star:.4f}")
print(f"gamma = {gamma:.6f}, u = {u:.5f}")
print(f"critical solute fraction, full = {N_crit:.5f}")
print(f"critical solute fraction, Wagner = {N_wag:.5f}")
print(f"Wagner with leading correction = "
      f"{N_wag * (1 - 2 * N_wag / (np.pi * f_star)):.5f}")
print(f"Wagner overestimate = {100 * (N_wag / N_crit - 1):.2f} percent")
print(f"enrichment f*/N_crit = {f_star / N_crit:.3f}")
print(f"front depth after {time:.0f} s = {depth:.1f} angstrom "
      f"= {depth / bohr:.1f} bohr")
print(f"local oxide share if the zone swells = "
      f"{g_star / (1 + g_star - f_star):.4f}")
print(f"slope d ln N/d(1/kT): full {slope(N_O):.4f} eV, "
      f"Wagner {(E_B - E_O) / 2:.4f} eV")
print("DEPENDENCE ON SURFACE OXYGEN (g* as above)")
for c in surface_values:
    print(f"N_O = {c:.0e}: full {critical_fraction(f_star, c, nu, phi)[0]:.5f}"
          f", Wagner {wagner_fraction(f_star, c, nu, phi):.5f}")
print("DEPENDENCE ON BLOCKING FRACTION (N_O as above)")
for g in (0.2, 0.3, 0.4):
    f = g * vol_metal / vol_oxide
    print(f"g* = {g}: full {critical_fraction(f, N_O, nu, phi)[0]:.5f}, "
          f"Wagner {wagner_fraction(f, N_O, nu, phi):.5f}")
print("FOUR ALLOYS (predicted oxide volume fraction g if not blocked)")
for N_B in (0.02, 0.03, 0.04, 0.05):
    g = oxide_in_alloy(N_B, N_O, nu, phi)[0] * vol_oxide / vol_metal
    assert (g > g_star) == (N_B > N_crit)
    full = "external" if g > g_star else "internal"
    simple = "external" if N_B > N_wag else "internal"
    print(f"N_B = {N_B}: g = {g:.4f}, full {full}, Wagner {simple}")
print("checks complete")
```

Running it gives:

```
GRID TEST (fractions per metal site, lengths in grid spacings)
prescribed oxide content f* = 0.2, N_O = 0.03, nu = 1.5, D_O/D_B = 4.0
predicted critical solute fraction = 0.10105
N_B/N_crit = 0.8: f grid 0.1462, theory 0.1462; front grid 79.29, theory 79.29
N_B/N_crit = 1.0: f grid 0.2000, theory 0.2000; front grid 68.17, theory 68.17
N_B/N_crit = 1.2: f grid 0.2605, theory 0.2605; front grid 59.94, theory 59.95
MODEL ALLOY
thermal energy = 0.1 eV; barriers: O 1.7 eV, B 2.7 eV
prefactors: O 5.0e+14, B 1.0e+16 angstrom^2/s
D_O = 2.0700e+07 angstrom^2/s
D_B = 1.8795e+04 angstrom^2/s
D_O/D_B = 1101.32
volume per metal atom = 11.0 angstrom^3
oxide volume per solute atom = 22.0 angstrom^3
nu = 1.5, g* = 0.3, N_O = 1.0e-05, f* = 0.1500
gamma = 0.004714, u = 0.15644
critical solute fraction, full = 0.03516
critical solute fraction, Wagner = 0.04159
Wagner with leading correction = 0.03425
Wagner overestimate = 18.30 percent
enrichment f*/N_crit = 4.266
front depth after 3600 s = 2573.7 angstrom = 4863.5 bohr
local oxide share if the zone swells = 0.2609
slope d ln N/d(1/kT): full 0.4201 eV, Wagner 0.5000 eV
DEPENDENCE ON SURFACE OXYGEN (g* as above)
N_O = 1e-07: full 0.00409, Wagner 0.00416
N_O = 1e-06: full 0.01245, Wagner 0.01315
N_O = 1e-05: full 0.03516, Wagner 0.04159
N_O = 1e-04: full 0.08133, Wagner 0.13153
N_O = 1e-03: full 0.12948, Wagner 0.41593
DEPENDENCE ON BLOCKING FRACTION (N_O as above)
g* = 0.2: full 0.02771, Wagner 0.03396
g* = 0.3: full 0.03516, Wagner 0.04159
g* = 0.4: full 0.04148, Wagner 0.04803
FOUR ALLOYS (predicted oxide volume fraction g if not blocked)
N_B = 0.02: g = 0.1170, full internal, Wagner internal
N_B = 0.03: g = 0.2287, full internal, Wagner internal
N_B = 0.04: g = 0.3753, full external, Wagner internal
N_B = 0.05: g = 0.5566, full external, Wagner external
checks complete
```
